\section*{Schmid factors of fcc slip systems in an equibiaxially stressed (001) film}

\section{Problem}

A flat single-crystal fcc film lies on a thick substrate. Its surface normal is $\mathbf n=[001]$, and the axes $x,y,z$ follow the cube edges. The substrate imposes the same elastic strain $\varepsilon$ along every in-plane direction, and the upper surface is free of traction.

Slip takes place on $\{111\}$ planes along $\langle110\rangle$ directions. Let $\mathbf m$ be the unit normal of a slip plane and $\mathbf d$ a unit slip direction in it. Reversing either vector gives the same slip system. The shear stress resolved on the system is $\tau=\mathbf m\cdot\boldsymbol\sigma\cdot\mathbf d$, and the Schmid factor is defined here relative to the in-plane normal stress $s$:
\begin{equation}
S=\frac{\tau}{s}=\frac{\mathbf m\cdot\boldsymbol\sigma\cdot\mathbf d}{s}.
\label{def}
\end{equation}

\begin{enumerate}
\item[(a)] Find the stress in the film for cubic linear elasticity with constants $C_{11},C_{12},C_{44}$.
\item[(b)] Show that eight of the twelve slip systems have $|S|=0.408$ and four have $S=0$.
\item[(c)] Explain the difference between the two groups by the change of film area that slip produces.
\item[(d)] Evaluate the stresses for an expansion mismatch of $14\times10^{-6}\,\mathrm{K^{-1}}$, cooling by $150$~K, and $C_{11},C_{12},C_{44}=170,120,75$~GPa. The film contracts more than the substrate. For a thickness $h=500$~nm and a Burgers vector of length $b=0.25$~nm, estimate the main effects left out.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item The free surface fixes $\sigma_{zz}$, not $\varepsilon_{zz}$. Use this condition to eliminate $\varepsilon_{zz}$.
\item Write the stress as a multiple of the unit tensor minus a term containing $\mathbf n$ alone. A slip direction lies in its slip plane, so one of the two terms gives no resolved shear.
\item Choose the sense of each plane normal so that its $z$ component is positive. Two signs then label the four planes.
\item For part (c), slip by a shear $\gamma$ is the deformation $\mathbf F=\mathbf I+\gamma\,\mathbf d\otimes\mathbf m$. Look at its $xy$ block.
\item For part (d), a screw dislocation near a free surface can be treated with a mirror dislocation of opposite sign.
\end{enumerate}

\section{Solution}

\subsection{(a) The stress}

In the cube axes the shear stresses are $\sigma_{ij}=2C_{44}\varepsilon_{ij}$ for $i\ne j$. The imposed strain has $\varepsilon_{xy}=0$, and the free surface requires $\sigma_{xz}=\sigma_{yz}=0$, so all shear components vanish. The remaining surface condition is
\begin{equation}
0=\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\label{ezz}
\end{equation}
The two in-plane normal stresses are equal:
\begin{align}
s=\sigma_{xx}=\sigma_{yy}&=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}\nonumber\\
&=M\varepsilon,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{M}
\end{align}
The stress tensor is therefore
\begin{equation}
\boldsymbol\sigma=s\,(\mathbf I-\mathbf n\otimes\mathbf n).
\label{sigma}
\end{equation}
For any in-plane unit vector $\mathbf t$, $\mathbf t\cdot\boldsymbol\sigma\cdot\mathbf t=s$. The stress is equibiaxial for any ratio of the cubic constants: elastic anisotropy enters the size of $s$ through $M$ but not the form of (\ref{sigma}).

\subsection{(b) The twelve Schmid factors}

Insert (\ref{sigma}) into (\ref{def}):
\begin{equation}
S=\mathbf m\cdot\mathbf d-(\mathbf m\cdot\mathbf n)(\mathbf n\cdot\mathbf d)
=-(\mathbf m\cdot\mathbf n)(\mathbf d\cdot\mathbf n),
\label{S}
\end{equation}
because $\mathbf m\cdot\mathbf d=0$. The term $s\mathbf I$ is a hydrostatic stress and shears no plane. What remains is a uniaxial stress $-s$ along the film normal. A film in equibiaxial tension thus has the same resolved shear stresses as a crystal compressed along $[001]$.

With signs $p,q=\pm1$, the four plane normals are
\begin{equation}
\mathbf m=\frac{1}{\sqrt3}(p,q,1).
\end{equation}
Each has $\mathbf m\cdot\mathbf n=1/\sqrt3$, so each plane is inclined to the surface by $\phi=\arccos(1/\sqrt3)=54.74^\circ$.

Up to sign there are six $\langle110\rangle$ directions, two with each component equal to zero. Of each pair, one is perpendicular to $\mathbf m$. The three slip directions are
\begin{equation}
\mathbf d_1=\frac{(1,0,-p)}{\sqrt2},\qquad
\mathbf d_2=\frac{(0,1,-q)}{\sqrt2},\qquad
\mathbf d_3=\frac{(1,-pq,0)}{\sqrt2}.
\label{d}
\end{equation}
Their products with $(p,q,1)$ are proportional to $p-p$, $q-q$ and $p-pq^2=p-p$, all zero. Reversing the relative sign of the two nonzero components would give $\pm2$ instead, which excludes the other three directions.

Equation (\ref{S}) now gives
\begin{align}
S_1&=-\frac1{\sqrt3}\left(-\frac p{\sqrt2}\right)=\frac p{\sqrt6},&
S_2&=\frac q{\sqrt6},&
S_3&=0 .
\label{result}
\end{align}
Every plane contributes two systems with $|S|=1/\sqrt6=0.408$ and one with $S=0$. Four planes give eight active systems and four idle ones, which is the required result. The signs $p$ and $q$ depend on the chosen senses of $\mathbf m$ and $\mathbf d$; they tell which way the crystal slips, and they do not distinguish one system from another in strength. Changing tension to compression reverses every slip but leaves the magnitudes unchanged.

The number can also be read within one slip plane. The traction on the plane is $\boldsymbol\sigma\cdot\mathbf m=s(\mathbf m-m_z\mathbf n)$. Its component along $\mathbf m$ is $s(1-m_z^2)$, and removing this part leaves the shear traction
\begin{equation}
s(\mathbf m-m_z\mathbf n)-s(1-m_z^2)\mathbf m
=-s\,m_z(\mathbf n-m_z\mathbf m).
\end{equation}
The vector in brackets has length $\sqrt{1-m_z^2}$, so the shear traction has magnitude
\begin{equation}
s\,m_z\sqrt{1-m_z^2}=s\,\frac1{\sqrt3}\sqrt{\frac23}=\frac{\sqrt2}{3}\,s=0.471\,s .
\end{equation}
For the $(111)$ plane it points along $[11\bar2]$. The active directions $[10\bar1]$ and $[01\bar1]$ each make an angle with it whose cosine is $3/(\sqrt2\sqrt6)=\sqrt3/2$, that is $30^\circ$, and $0.471\cos30^\circ=0.408$. The idle direction $[1\bar10]$ is perpendicular to it. The idle systems thus lie on planes that do carry shear stress; it acts at right angles to their slip direction.

\subsection{(c) Slip and film area}

The $xy$ block of $\mathbf F=\mathbf I+\gamma\,\mathbf d\otimes\mathbf m$ gives the ratio of the projected film area after slip to that before:
\begin{align}
\frac{A'}{A}&=(1+\gamma d_xm_x)(1+\gamma d_ym_y)-\gamma^2d_xm_y\,d_ym_x\nonumber\\
&=1+\gamma(d_xm_x+d_ym_y)=1+\gamma S .
\label{area}
\end{align}
The terms in $\gamma^2$ cancel, and the last step uses $d_xm_x+d_ym_y=-d_zm_z=S$. Under tension, slip in the driven sense has $\gamma S>0$: it enlarges the stress-free area of the film and so reduces the elastic stretch needed to match the substrate. An idle system has $\mathbf d$ parallel to the surface. It changes the shape of the film in its plane but not its projected area, and an equibiaxial stress does no work on such a change.

One active system alone does not relax the film evenly. With the sense $\gamma=p|\gamma|$, system $\mathbf d_1$ gives the plastic strains $\varepsilon_{xx}=|\gamma|/\sqrt6$ and $\varepsilon_{yy}=0$; system $\mathbf d_2$ does the same with $x$ and $y$ exchanged. Equal slip on all eight gives $4|\gamma|/\sqrt6$ along both axes, while the shear strains cancel in the sum over $p$ and $q$. To remove a small strain $\varepsilon$ this way, the slips must add up to $8|\gamma|=2\sqrt6\,\varepsilon$.

\subsection{(d) Numbers}

On cooling, the substrate keeps the film from contracting fully, so the film is in tension. With the elastic constants held fixed and no slip during cooling,
\begin{align}
\varepsilon&=14\times10^{-6}\,\mathrm{K^{-1}}\times150\,\mathrm K=0.210\,\%,\nonumber\\
\varepsilon_{zz}&=-\frac{2\times120}{170}\times0.210\,\%=-0.296\,\%,\nonumber\\
M&=170+120-\frac{2\times120^2}{170}=120.6~\mathrm{GPa},\nonumber\\
s&=M\varepsilon=253~\mathrm{MPa},\qquad
|\tau|=\frac{s}{\sqrt6}=103~\mathrm{MPa}.
\end{align}
The last value applies to the eight active systems. The factors of all twelve are listed in the numerical output.

\paragraph{Miscut.} Let the surface normal tilt by a small angle $\alpha$ towards $[100]$, so that $\mathbf n\simeq(\alpha,0,1)$. A half-turn about $[001]$ changes $\alpha$ to $-\alpha$ and leaves the in-plane stress components, referred to axes fixed in the film, unchanged. They are therefore even in $\alpha$, and (\ref{S}) holds to first order with the tilted $\mathbf n$. For the idle systems $\mathbf d_3\cdot\mathbf n=\alpha/\sqrt2$, hence
\begin{equation}
|S_3|\simeq\frac{\alpha}{\sqrt6}.
\end{equation}
For the active ones, $\mathbf m\cdot\mathbf n=(1+p\alpha)/\sqrt3$. In $S_1$ this change is cancelled to first order by $|\mathbf d_1\cdot\mathbf n|=(1-p\alpha)/\sqrt2$, while $|S_2|\simeq(1+p\alpha)/\sqrt6$. At $\alpha=2^\circ=0.035$ the full cubic elastic solution gives idle factors of about $0.014$ and active factors from $0.3939$ to $0.4225$, in line with these formulas.

\paragraph{Lattice distortion.} The strain stretches the cubic cell by different amounts along $z$ and in the plane. To first order only the difference $\kappa=\varepsilon_{zz}-\varepsilon=-0.506\,\%$ changes angles. A lattice direction has its $z$ component multiplied by $1+\kappa$ relative to the others; a plane normal has it divided by the same factor. After restoring unit length,
\begin{align}
d_z'&\simeq d_z[1+\kappa(1-d_z^2)]=d_z\left(1+\tfrac12\kappa\right),\nonumber\\
m_z'&\simeq m_z[1-\kappa(1-m_z^2)]=m_z\left(1-\tfrac23\kappa\right).
\end{align}
The product changes by the fraction $-\kappa/6$, an increase of $0.08\,\%$ in the active factors. The idle directions stay in the film plane, so their factor remains zero.

\paragraph{Attraction to the surface.} The uniform stress (\ref{sigma}) omits the stress a dislocation feels because the surface is free. Take a straight screw along $[1\bar10]$ at depth $D$ in an isotropic medium of shear modulus $\mu$. Let $t$ denote its line direction and $u$ the in-plane coordinate across it. Its stress component on the surface is
\begin{equation}
\sigma_{tz}=\frac{\mu b}{2\pi}\,\frac{u}{u^2+D^2}
\end{equation}
up to a common sign. An opposite screw at height $D$ above the surface cancels it at every $u$, and a screw causes no other traction there. At the real dislocation, a distance $2D$ from its mirror, the mirror's stress is $|\sigma_{tu}|=\mu b/(4\pi D)$. The $(111)$ normal has the component $\sin\phi=\sqrt{2/3}$ along $u$, so the resolved image stress is
\begin{equation}
\tau_{\rm im}=\frac{\mu b\sin\phi}{4\pi D}.
\label{image}
\end{equation}
This screw belongs to an idle system, so the film stress does not drive it, but the surface attracts it. Setting $\tau_{\rm im}$ equal to the $103$~MPa of the active systems gives a depth scale. With the softest and stiffest cubic shear moduli, $(C_{11}-C_{12})/2=25$~GPa and $C_{44}=75$~GPa, it is $D=3.9$ to $11.8$~nm. Within roughly ten nanometres of the surface, the Schmid factor alone does not give the force on a dislocation. That layer is a small part of the $500$~nm film, but the image stress falls only as $1/D$: at ten times the depths above, about $40$ to $120$~nm, it is still a tenth of the active resolved stress.

\paragraph{Line tension.} A dislocation that bows out between two pinning points also needs stress to lengthen. Assign it the rough line tension $T=\mu b^2/2$. On an arc of radius $R$ subtending a small angle $d\theta$, the stress pushes with force $\tau bR\,d\theta$ and the tension pulls back with $T\,d\theta$, so $\tau=T/(bR)$. The smallest radius reached between points a distance $L$ apart is $L/2$, at the semicircle, and the stress needed to pass it is
\begin{equation}
\tau_{\rm line}=\frac{2T}{bL}=\frac{\mu b}{L}.
\end{equation}
The largest $L$ considered here is the shortest line in the slip plane across the film, $L=h/\sin\phi=612$~nm. The same two moduli give $10$ to $31$~MPa, or about $10$ to $30\,\%$ of the active resolved stress. This is a scale, not a yield criterion: the ends of a real dislocation may move along the surface or the interface, and closer pinning points raise the stress as $1/L$. Lattice friction, the elastic contrast at the interface and the stresses of other dislocations are also left out.

\paragraph{Comparison with real films.} The parameters are round values in the rough range of fcc metal interconnect films on semiconductor wafers, where mismatches of order $10^{-5}\,\mathrm{K^{-1}}$ and stresses of order $100$~MPa occur. The computed $253$~MPa assumes purely elastic cooling; slip or creep on the way down would lower it, and all resolved stresses in proportion if the stress stays equibiaxial. Such a film can be a polycrystal with a strong $(111)$ texture; (\ref{result}) then applies to its $(001)$ grains at most, and there only as far as the stress in the grain is equibiaxial. Patterning a film into lines breaks this last assumption. The first variation shows how the factors respond to a given uniform imbalance of the in-plane stresses, and the second treats the $(111)$ orientation.

\section{Two variations}

\subsection{Unequal in-plane stresses}

Let $\sigma_{xx}=s(1+\delta)$ and $\sigma_{yy}=s(1-\delta)$, with $s$ now the mean in-plane stress and all other components zero. Find the new factors.

From (\ref{def}), $S=(1+\delta)m_xd_x+(1-\delta)m_yd_y$. The directions (\ref{d}) give
\begin{align}
S_1&=\frac{p(1+\delta)}{\sqrt6},\qquad S_2=\frac{q(1-\delta)}{\sqrt6},\nonumber\\
S_3&=\frac{p(1+\delta)-p(1-\delta)}{\sqrt6}=\frac{2p\delta}{\sqrt6}.
\end{align}
For $\delta=0.05$ the idle factors rise to $0.041$, and the active ones split into four at $0.429$ and four at $0.388$. This imbalance shifts the idle factors more than the $2^\circ$ miscut does.

In the limit $\delta=1$ the stress is uniaxial along $[100]$ with magnitude $2s$. Relative to that stress, $|S_1|=|S_3|=1/\sqrt6$ and $S_2=0$. There are again eight active and four idle systems, but the idle ones are now those whose slip direction is perpendicular to $[100]$. A narrow line along $[100]$ that has lost its transverse stress approaches this case.

The orientation of the imbalance matters. If the unequal principal stresses $s(1\pm\eta)$ lie along $[110]$ and $[1\bar10]$, then $\sigma_{xx}=\sigma_{yy}=s$ and $\sigma_{xy}=s\eta$. The extra term in $S_3$ is $\eta(m_xd_y+m_yd_x)=\eta(-p^2q+q)/\sqrt6=0$. The four idle systems then stay idle for any $\eta$.

\subsection{A (111) film}

Take $\mathbf n=(1,1,1)/\sqrt3$ with the same equibiaxial strain. Count the active systems and find their factor.

The threefold axis along $\mathbf n$ makes the in-plane stress isotropic, so (\ref{sigma}) and (\ref{S}) hold with the new $\mathbf n$. The slip plane parallel to the film has $\mathbf d\cdot\mathbf n=0$ for all three directions: three idle systems. The other three planes are equivalent under the threefold rotation. For $\mathbf m=(-1,1,1)/\sqrt3$,
\begin{equation}
\mathbf m\cdot\mathbf n=\frac13,\qquad
\mathbf d\cdot\mathbf n=\frac2{\sqrt6},\ \frac2{\sqrt6},\ 0
\quad\text{for}\quad[101],\ [110],\ [01\bar1].
\end{equation}
Each inclined plane therefore has two systems with
\begin{equation}
|S|=\frac13\cdot\frac{2}{\sqrt6}=0.272
\end{equation}
and one with zero. The count is six active and six idle.

At the same stress $s$, the resolved shear in a $(111)$ film is two thirds of that in a $(001)$ film. At the same strain the ratio is different in general, because the biaxial modulus of an anisotropic crystal depends on the film orientation. For a $(111)$ film it is $6C_{44}(C_{11}+2C_{12})/(C_{11}+2C_{12}+4C_{44})$, which is $260$~GPa with the constants of part (d). At the strain used there, the active systems of the $(111)$ film then carry $149$~MPa, more than the $103$~MPa of the $(001)$ film. The division into active and idle systems thus depends on the film orientation; equibiaxial stress alone does not fix it.

\section*{Computed results}
\begin{verbatim}
Slip systems: plane, direction, Schmid factor magnitude
  ( 1  1  1) [ 0  1 -1]  0.4082
  ( 1  1  1) [ 1 -1  0]  0.0000
  ( 1  1  1) [ 1  0 -1]  0.4082
  ( 1 -1  1) [ 0  1  1]  0.4082
  ( 1 -1  1) [ 1  0 -1]  0.4082
  ( 1 -1  1) [ 1  1  0]  0.0000
  (-1  1  1) [ 0  1 -1]  0.4082
  (-1  1  1) [ 1  0  1]  0.4082
  (-1  1  1) [ 1  1  0]  0.0000
  (-1 -1  1) [ 0  1  1]  0.4082
  (-1 -1  1) [ 1 -1  0]  0.0000
  (-1 -1  1) [ 1  0  1]  0.4082
Active systems: 8, idle systems: 4
Inclination of slip planes: 54.74 degrees
Greatest shear factor on a slip plane: 0.4714
Offset of active directions from it: 30.0 degrees
(111) film: 6 systems at 0.2722, 6 at zero
C11, C12, C44: 170, 120, 75 GPa
Expansion mismatch: 14.0 1e-6/K; cooling: 150 K
Film thickness: 500 nm; Burgers vector: 0.25 nm
In-plane strain: 0.210 %
Out-of-plane strain: -0.296 %
Biaxial modulus: 120.6 GPa
Film stress: 253.2 MPa
Resolved shear stress, active systems: 103.4 MPa
Stress imbalance delta: 0.05
  idle factor: 0.0408
  active factors: 0.3878 to 0.4287
Miscut: 2.0 degrees towards [100]
  idle factors: 0.0141 to 0.0144
  active factors: 0.3939 to 0.4225
Lattice distortion, active factor shift: 0.083 %
Softest and stiffest shear moduli: 25, 75 GPa
Depth where image stress equals active stress: 3.9 to 11.8 nm
Slanted length across film: 612 nm
Line-tension stress: 10.2 to 30.6 MPa
\end{verbatim}
